# Why a Strain-Isolated Heavy Hole Is Heavy Along Growth, Light In-Plane

**Q.** A heavy hole is heavy. How can straining a film make the same band light in some directions?

**A.** In a strained film the name labels an angular momentum, not a mass. The top of the valence band in a zinc-blende crystal has four states with \(J=3/2\), and "heavy hole" (HH) means \(m_J=\pm3/2\) along a chosen axis. For a film grown on a (001) surface that axis is the growth direction \(z\). The masses must be computed.

I count hole energy as positive going into the valence band and write \(t=\hbar^2/2m_0\), so an energy \(t\,c\,k^2\) means a mass \(m_0/c\). The Luttinger Hamiltonian is

\[
H_k=t\Big[(\gamma_1+\tfrac52\gamma_2)k^2-2\gamma_2\sum_i k_i^2J_i^2-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)\Big].
\]

The three \(\gamma\)'s are held constant. Terms linear in \(k\), which the missing inversion centre allows, are left out and not sized here.

**Q.** And the strain?

**A.** Strain is a symmetric tensor like \(k_ik_j\), so it enters in the same way. With equal in-plane strains \(e_\parallel\), normal strain \(e_\perp\) and no shear,

\[
H_e=b\sum_i\big(J_i^2-\tfrac54\big)e_{ii},\qquad b<0 .
\]

The \(5/4\) removes the trace, because \(\sum_iJ_i^2=15/4\). The volume change shifts all four states equally and is dropped. The free surface carries no normal stress, \(C_{11}e_\perp+2C_{12}e_\parallel=0\), so \(e_\perp=-2(C_{12}/C_{11})e_\parallel\).

**Q.** Then take the heavy-hole state and show me its energy.

**A.** For \(m_J=\pm3/2\), \(\langle J_z^2\rangle=9/4\). The remainder, \(15/4-9/4=3/2\), is shared equally by \(x\) and \(y\), since \(J_x^2-J_y^2\) changes \(m_J\) by two and has no diagonal element. So \(\langle J_x^2\rangle=\langle J_y^2\rangle=3/4\). The mixed products also change \(m_J\) and drop out of the diagonal. The coefficients are

\[
k_z^2:\ \gamma_1+\tfrac52\gamma_2-\tfrac92\gamma_2=\gamma_1-2\gamma_2,\qquad
k_\parallel^2:\ \gamma_1+\tfrac52\gamma_2-\tfrac32\gamma_2=\gamma_1+\gamma_2 .
\]

For the light hole (LH), \(m_J=\pm1/2\), the averages are \(1/4\) and \(7/4\), which give \(\gamma_1+2\gamma_2\) along \(z\) and \(\gamma_1-\gamma_2\) in-plane.

The strain energy of the heavy hole is \(b[e_\perp(\tfrac94-\tfrac54)+2e_\parallel(\tfrac34-\tfrac54)]=b(e_\perp-e_\parallel)\). The light hole has the opposite value, because the trace is zero. The splitting is

\[
D=E_{LH}-E_{HH}=-2b(e_\perp-e_\parallel).
\]

In-plane compression makes \(e_\perp-e_\parallel>0\), hence \(D>0\), and the heavy hole has the lowest hole energy: it is the valence-band edge.

**Q.** Those are diagonal elements, not eigenvalues. The off-diagonal ones are also quadratic in \(k\), so why should they not spoil the masses?

**A.** They would if the levels were degenerate. Let me find them first. Use \(J_\pm=J_x\pm iJ_y\), with \(\langle\tfrac32|J_+|\tfrac12\rangle=\sqrt3\) and \(\langle\tfrac12|J_+|-\tfrac12\rangle=2\).

For the step from \(-1/2\) to \(3/2\), write \(J_x^2-J_y^2=(J_+^2+J_-^2)/2\) and \(J_xJ_y+J_yJ_x=(J_+^2-J_-^2)/2i\). Since \(\langle\tfrac32|J_+^2|-\tfrac12\rangle=2\sqrt3\), their elements are \(\sqrt3\) and \(-i\sqrt3\). The part of \(\sum k_i^2J_i^2\) that changes \(m_J\) is \(\tfrac12(k_x^2-k_y^2)(J_x^2-J_y^2)\), so

\[
R=-\sqrt3\,t\,[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y].
\]

For the step from \(1/2\) to \(3/2\), write \(k_xJ_x+k_yJ_y=(k_-J_++k_+J_-)/2\) with \(k_\pm=k_x\pm ik_y\). The element of \(J_+J_z+J_zJ_+\) is \(\sqrt3(\tfrac12+\tfrac32)=2\sqrt3\), so

\[
S=-2\sqrt3\,\gamma_3\,t\,k_zk_- .
\]

The same element between \(-1/2\) and \(1/2\) contains \(-\tfrac12+\tfrac12=0\), so the light-hole pair is not coupled within itself. The heavy-hole pair is not either, since \(H_k\) changes \(m_J\) by at most two.

With rows \(3/2,-3/2\) and columns \(1/2,-1/2\), the coupling block is

\[
M=\begin{pmatrix}S&R\\R^*&-S^*\end{pmatrix},\qquad MM^\dagger=W\,\mathbf 1,\qquad W=|R|^2+|S|^2,
\]

because the product of the first row with the conjugated second row is \(SR-RS=0\). Let \(h\) and \(l\) be the heavy and light diagonal energies. Eliminating the light-hole amplitudes leaves \((E-h)(E-l)=W\). Measured from the midpoint of the split levels,

\[
E=\gamma_1tk^2\mp\sqrt{\big(\tfrac D2-q\big)^2+W},\qquad q=\gamma_2t(k_\parallel^2-2k_z^2).
\]

For \(D>0\) and small \(k\) the upper sign is the heavy hole. Expanding the root gives

\[
E_{HH}=-\tfrac D2+t\big[(\gamma_1+\gamma_2)k_\parallel^2+(\gamma_1-2\gamma_2)k_z^2\big]-\frac WD+O(k^6).
\]

\(W\) is the square of a quadratic element, so it is quartic in \(k\). The curvature at \(k=0\) is untouched, and

\[
\frac{m_z}{m_0}=\frac1{\gamma_1-2\gamma_2},\qquad \frac{m_\parallel}{m_0}=\frac1{\gamma_1+\gamma_2}.
\]

Their ratio is \(m_z/m_\parallel=1+3\gamma_2/(\gamma_1-2\gamma_2)\). Given \(\gamma_1>2\gamma_2\), which keeps \(m_z\) positive, the band is heavier along growth if \(\gamma_2>0\). In that case its in-plane mass is also below the light hole's \(1/(\gamma_1-\gamma_2)\).

**Q.** The size of the strain has vanished from the answer. Would an infinitesimal strain really change a mass by a finite amount?

**A.** At \(k=0\), yes, but over a vanishing range of \(k\). Take \(k\) along [100], where \(q=\gamma_2tk^2\) and \(W=3\gamma_2^2t^2k^4\). If \(D\) is negligible, the root is \(\sqrt{\gamma_2^2+3\gamma_2^2}\,tk^2=2\gamma_2tk^2\), and the lower branch is \((\gamma_1-2\gamma_2)tk^2\). That is the heavy mass again, now in-plane. The strained band starts with coefficient \(\gamma_1+\gamma_2\) and bends over to \(\gamma_1-2\gamma_2\) once \(\gamma_2tk^2\) is comparable with \(D/2\). Strain sets the range of the light mass, not its value, and the limits \(D\to0\) and \(k\to0\) do not commute.

**Q.** What about tension?

**A.** Then \(D<0\). The heavy-hole masses are the same, but the light hole is the band edge, so holes collect there first. In a bulk layer, an edge with in-plane mass \(1/(\gamma_1+\gamma_2)\) needs compression. Under tension the edge has the larger four-band value \(1/(\gamma_1-\gamma_2)\), which for \(\gamma_2>0\) is still below the unstrained heavy mass along [100], \(1/(\gamma_1-2\gamma_2)\).

**Q.** You have ignored the split-off band, which strain also touches.

**A.** It does not touch the heavy hole at \(k=0\). Biaxial strain acts on the \(p\) orbitals with axial symmetry about \(z\), so \(m_J\) is conserved, and the split-off pair has only \(m_J=\pm1/2\). Away from \(k=0\) the coupling is quadratic in \(k\), and its effect on the energy is again quartic.

The light hole does mix. In the orbital picture the strain energies are \(-D/2\) for \(X,Y\) and \(+D\) for \(Z\). Up to phases, the light hole is \(\sqrt{2/3}\,Z\!\uparrow-\sqrt{1/3}\,\tfrac{X+iY}{\sqrt2}\!\downarrow\), and the split-off state is \(\sqrt{1/3}\,Z\!\uparrow+\sqrt{2/3}\,\tfrac{X+iY}{\sqrt2}\!\downarrow\). The strain element between them is \(\tfrac{\sqrt2}3\big(D+\tfrac D2\big)=D/\sqrt2\). The light-hole masses therefore depend on strain.

**Q.** Put numbers in.

**A.** I take round model parameters: \(\gamma_1,\gamma_2,\gamma_3=7,2,3\), \(b=-1.8\) eV, \(C_{11}=120\) GPa, \(C_{12}=54\) GPa, 1% in-plane compression and a spin-orbit splitting of 0.35 eV. Then \(e_\perp=2(54/120)(1\%)=0.9\%\), and \(D=2(1.8\ \mathrm{eV})(0.019)=68.4\) meV.

| Band | growth mass (\(m_0\)) | in-plane mass (\(m_0\)) |
|---|---|---|
| HH | 1/3 = 0.333 | 1/9 = 0.111 |
| LH, four bands | 1/11 = 0.091 | 1/5 = 0.200 |
| LH, with split-off band | 0.108 | 0.170 |

Numerical diagonalization of a six-state model, built from \(p\) orbitals and spin, returns heavy-hole inverse masses of 3.000 and 9.000 in units of \(1/m_0\), as derived. At zero strain the heavy mass along [100] comes out as 0.333 \(m_0\), the other order of limits.

The split-off coupling is \(68.4/\sqrt2=48\) meV across a distance of \(350-34=316\) meV. It puts 2.2% of split-off character into the light hole. The two-level formula also lowers the light hole by \(\tfrac12\big(\sqrt{316^2+4\times48.4^2}-316\big)\approx7\) meV, so the true splitting is nearer 61 meV. A small admixture moves the light-hole masses by 15 to 20% because it enters the energy through a cross term, linear in the mixing amplitude.

**Q.** Is there a picture of why the in-plane mass is small?

**A.** The orbital part of the heavy hole is \((X\pm iY)/\sqrt2\), which has no \(Z\) component. An \(s\)-like conduction state couples to a \(p\) orbital through the component of \(k\) along it. With coupling energy \(E_p\), the squared element is \(tE_p|k_x\pm ik_y|^2/2=tE_pk_\parallel^2/2\). Dividing by the gap \(E_g\) gives a contribution \(E_p/(2E_g)\) to the in-plane inverse mass and zero along \(z\). In hole energy the conduction band lies below and pushes the hole level up, so the sign is positive.

This also shows where constant \(\gamma\)'s fail, because strain changes the gap. With \(E_p=25\) eV, an unstrained gap of 1.40 eV and a gap deformation potential of \(-8\) eV, the strain trace of \(-0.011\) adds 0.088 eV and the shift of the heavy-hole edge towards the conduction band, \(D/2\), removes 0.034 eV. The gap becomes 1.454 eV. The conduction-band part falls from \(25/2.8=8.93\) to 8.60, and the in-plane mass rises from 0.111 to 0.115 \(m_0\), or 3.8%.

**Q.** How far from \(k=0\) can I trust the parabola?

**A.** Not far. In the four-band model along [110], \(W=3\gamma_3^2t^2k^4=27t^2k^4\). The parabolic energy is \(E_p^{(0)}=9tk^2\), so the leading relative error is \(W/(DE_p^{(0)})=E_p^{(0)}/(3D)\). In the full four-band dispersion the kinetic energy is 10% below the parabola at \(k=0.233\ \mathrm{nm}^{-1}\), where it is 16.7 meV. The split-off band tightens the limit: in the six-state model the same 10% is reached at \(0.176\ \mathrm{nm}^{-1}\) and 9.6 meV. At 300 K, \(k_BT\) is already 25.9 meV.

At equal energy the oblique direction [101] is worse. There \(|S|^2=27t^2k^4\) and \(|R|^2=\tfrac34\gamma_2^2t^2k^4=3t^2k^4\), so \(W=30t^2k^4\), while the parabola has coefficient \((9+3)/2=6\). The leading error is \(30E_p^{(0)}/(36D)\), or \(0.83\,E_p^{(0)}/D\) instead of \(0.33\,E_p^{(0)}/D\). These are four-band coefficients; with the split-off band they are about 0.9 and 0.6.

For a bulk strained layer with few enough holes for Boltzmann statistics, I compared the Boltzmann-weighted number of states in the lower branch of the four-band model with that of the parabolic band. The ratio is 1.36 at 77 K and 3.05 at 300 K. It exceeds one because the lower eigenvalue of a coupled pair never lies above the lower diagonal energy. With the split-off band included the ratio is about 1.45 at 77 K. At 300 K it has no definite value: for these round parameters the lower branch flattens along [110], towards about 0.12 eV above the edge, so the count keeps growing with the range of \(k\) admitted, from 3.8 when each component of \(k\) is limited to \(\pm1.2\ \mathrm{nm}^{-1}\) to 4.8 when the limit is \(\pm4.8\ \mathrm{nm}^{-1}\). At room temperature the masses describe the band edge correctly and most of the thermal population poorly.

**Q.** So many light holes are occupied at 300 K?

**A.** No. In the four-band model the upper branch holds 1.4% of the holes at 300 K and a share that rounds to zero at 77 K. The band is isolated in population but not in character: the lower branch away from \(k=0\) contains light-hole states mixed in by \(R\) and \(S\).

**Q.** Devices use quantum wells. There \(k_z\) is not small, so your quartic argument collapses.

**A.** It does for \(S\). In a well, \(k_z\) becomes \(-i\,d/dz\), fixed by the width \(L\), and \(S\) is then linear in \(k_\parallel\). Its second-order effect is quadratic and changes the mass. For hard walls the states are \(\sqrt{2/L}\sin(n\pi z/L)\), and for even \(n\)

\[
|\langle n|k_z|1\rangle|=\frac{2\pi}{L^2}\int_0^L\!\sin\frac{n\pi z}L\cos\frac{\pi z}L\,dz=\frac{2\pi}{L^2}\,\frac L\pi\,\frac{2n}{n^2-1}=\frac{4n}{L(n^2-1)} .
\]

It vanishes for odd \(n\). The lowest heavy-hole level is pushed down by the light-hole levels, so \(\gamma_1+\gamma_2\) is replaced by

\[
\gamma_1+\gamma_2-12\gamma_3^2t\sum_{n\ \mathrm{even}}\frac{|\langle n|k_z|1\rangle|^2}{D+t(\pi/L)^2[(\gamma_1+2\gamma_2)n^2-(\gamma_1-2\gamma_2)]} .
\]

For \(L=8\) nm the \(n=2\) matrix element is \(8/(3\times8)=0.333\ \mathrm{nm}^{-1}\), and the denominator is \(68+241=309\) meV. This term alone is \(108\times0.0381\times0.111/0.309=1.48\). The whole sum brings 9 down to 7.43, and direct diagonalization of the well on a grid also gives 7.43. The in-plane mass is 0.135 \(m_0\), 21% above the bulk formula. At 20 nm, with strain held fixed, it is 0.121 \(m_0\), 9% above.

At fixed \(D\) the sum falls as \(1/L^2\) in wide wells, and the bulk result returns. In very narrow wells \(D\) drops out of the denominator, numerator and denominator both scale as \(1/L^2\), and the correction tends to a constant that strain cannot remove. The bulk mass is therefore reached only when the strain splitting is large compared with the confinement energies.

Strain is not the only thing that separates the two kinds of hole, however. Confinement does so too. With \(D=0\) the formula gives 7.01 at every width, an in-plane mass of 0.143 \(m_0\). In the 8 nm well strain lowers the mass at \(k_\parallel=0\) only from 0.143 to 0.135 \(m_0\).

**Q.** How does this stand beside a real laser?

**A.** The parameters are rough typical values for compressively strained III-V quantum-well lasers: strain near 1%, wells 5 to 10 nm wide and a splitting of some tens of meV. Such devices are not bulk layers, and in this model that moves the in-plane mass by about a fifth at 8 nm. Real barriers are finite, which changes that figure by an amount not computed here.

Filling is the next concern. A spin-degenerate circle of radius \(0.233\ \mathrm{nm}^{-1}\) holds \(k^2/2\pi\approx9\times10^{11}\ \mathrm{cm}^{-2}\), while a working laser well holds roughly \(10^{12}\ \mathrm{cm}^{-2}\) or more. That radius comes from the bulk four-band dispersion at \(k_z=0\), so it is only a guide to scale. In the 8 nm hard-wall well with the split-off band included, take \(k_\parallel=0.25\ \mathrm{nm}^{-1}\), the radius of a circle that holds \(10^{12}\ \mathrm{cm}^{-2}\). Along [110] the energy there is 17% below the parabola, so nonparabolicity matters at operating density. Without strain it would be about 36% below its own parabola. The circle is a zero-temperature filling: in the strained well the energy at its rim is about 15 meV, less than \(k_BT\) at 300 K, so at room temperature holes also reach beyond it. In such a well strain does more for the range of the light mass than for its value at \(k_\parallel=0\).

The layer must also stay coherent with its substrate. If dislocations relax it, \(D\) shrinks, and so does the range of \(k\) over which the light in-plane mass applies. Whether a 20 nm layer survives 1% strain is a separate question that this calculation does not answer.

## Computed values

```
hbar^2/(2 m0) = 0.03810 eV nm^2
gamma1, gamma2, gamma3 = 7.0, 2.0, 3.0
deformation potential b = -1.80 eV
elastic constants C11, C12 = 120, 54 GPa
in-plane strain = -1.00 %
normal strain = 0.90 %
splitting D = 68.4 meV
spin-orbit splitting = 0.35 eV
HH inverse mass, growth (six-band) = 3.000 /m0
HH inverse mass, in-plane (six-band) = 9.000 /m0
HH mass, growth = 0.333 m0
HH mass, in-plane = 0.111 m0
HH mass ratio growth/in-plane = 3.00
LH mass, growth (four-band) = 0.0909 m0
LH mass, in-plane (four-band) = 0.200 m0
LH mass, growth (six-band) = 0.1080 m0
LH mass, in-plane (six-band) = 0.170 m0
split-off share in LH at k=0 = 2.19 %
zero-strain HH mass along [100] = 0.333 m0
[110] k where parabola is 10% too high = 0.233 1/nm
true kinetic energy at that k = 16.7 meV
77 K: thermal energy kT = 6.64 meV
77 K: thermal state count, true/parabolic = 1.36
77 K: share of holes in upper (LH) branch = 0.00 %
300 K: thermal energy kT = 25.85 meV
300 K: thermal state count, true/parabolic = 3.05
300 K: share of holes in upper (LH) branch = 1.38 %
unstrained gap = 1.40 eV, Ep = 25.0 eV
gap deformation potential = -8.0 eV
strained gap to HH = 1.4538 eV
s-band part of in-plane inverse mass = 8.60 /m0
s-band part of growth inverse mass = 0.00 /m0
in-plane HH mass with strained gap = 0.1153 m0
change of that mass = 3.8 %
8 nm well: in-plane inverse mass, numeric = 7.434 /m0
8 nm well: same, second-order sum = 7.434 /m0
8 nm well: in-plane HH mass = 0.1345 m0
8 nm well: mass increase = 21.1 %
20 nm well: in-plane inverse mass, numeric = 8.247 /m0
20 nm well: same, second-order sum = 8.247 /m0
20 nm well: in-plane HH mass = 0.1213 m0
20 nm well: mass increase = 9.1 %
```
